\section*{The exchange-correlation energy as a coupling integral at fixed density, part 3}

We seek the initial slope of the coupling integrand $W_\lambda$ for a two-electron singlet of fixed density $n$, then test the integral formula on lattices. Hartree atomic units are used. With kinetic energy $\hat T$, repulsion $\hat V_{ee}=\sum_{i<j}w(\mathbf r_i,\mathbf r_j)$ and density operator $\hat n$,
\begin{equation}
F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle .
\label{eq:F}
\end{equation}
Minimizers $\Psi_\lambda$ have $T_\lambda=\langle\hat T\rangle$, $V_\lambda=\langle\hat V_{ee}\rangle$. Define $T_s=F_0$, $U=\frac12\iint nn'w$, $E_{xc}=F_1-T_s-U$, $W_\lambda=V_\lambda-U$. Then
\begin{equation}
E_{xc}[n]=\int_0^1W_\lambda[n]\,d\lambda .
\label{eq:AC}
\end{equation}
\begin{equation}
F_\lambda-F_0=\int_0^\lambda V_\mu\,d\mu .
\label{eq:Fint}
\end{equation}
\begin{equation}
W_1\le E_{xc}\le W_0 .
\label{eq:bounds}
\end{equation}
\begin{equation}
T_c=T_1-T_s=E_{xc}-W_1 .
\label{eq:Tc}
\end{equation}
For smooth paths $dF_\lambda/d\lambda=V_\lambda$ and
\begin{equation}
\frac{dT_\lambda}{d\lambda}+\lambda\frac{dV_\lambda}{d\lambda}=0 .
\label{eq:TV}
\end{equation}
If $\hat H_\lambda=\hat T+\lambda\hat V_{ee}+\int v_\lambda\hat n$ has ground energy $E_\lambda$ and density $n$,
\begin{equation}
F_\lambda[n]=E_\lambda-\int n\,v_\lambda\,d^3r ,
\label{eq:FE}
\end{equation}
with $v_1=v_{\rm ext}$, $v_0=v_s$.

For continuum Coulomb repulsion and density length $L$, with $a_0=\hbar^2/me^2$ and $f$ a dimensionless function,
\begin{equation}
F_1-F_0=\frac{e^2}{L}\int_0^1 f'\!\left(\lambda L/a_0\right)d\lambda ,
\label{eq:dim}
\end{equation}
and the scaling relation is $F_\lambda[n]=\lambda^2F_1[n_{1/\lambda}]$, where $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$.

For the singlet, $\phi_0=\sqrt{n/2}$, $\Psi_0=\Phi=\phi_0(\mathbf r_1)\phi_0(\mathbf r_2)$, $W_0=E_x=-U/2$, $E_c=E_{xc}-E_x$, and
\begin{equation}
v_s=\varepsilon_0+\frac{\tfrac12\nabla^2\phi_0}{\phi_0} .
\label{eq:vs}
\end{equation}
The other orbitals in $v_s$ are $\phi_a$, $a\ge1$, with energies $\varepsilon_a$; doubles are $D_{ab}=\phi_a(\mathbf r_1)\phi_b(\mathbf r_2)$. To first order, $\Psi_\lambda=\Phi+\lambda\Psi^{(1)}$ and $\hat H_\lambda=\hat H_0+\lambda\hat H^{(1)}$, where $\hat H^{(1)}=w+v^{(1)}(\mathbf r_1)+v^{(1)}(\mathbf r_2)$. Fixed density removes single excitations from $\Psi^{(1)}$. One-body operators do not connect $D_{ab}$ to $\Phi$, since an overlap $\langle\phi_0|\phi_a\rangle$ or $\langle\phi_0|\phi_b\rangle$ vanishes. With $v_H=\int n'w\,d^3r'$,
\begin{equation}
\frac{dv_\lambda}{d\lambda}\Big|_{0}=v^{(1)}=-\frac12v_H+\text{const}.
\label{eq:v1}
\end{equation}

Only doubles remain in $\Psi^{(1)}$. The one-body part of $\hat H^{(1)}$ does not connect them to $\Phi$, for the reason given for $\hat n$. With
\begin{equation}
(0a|0b)=\iint\phi_0(\mathbf r)\phi_a(\mathbf r)\,w(\mathbf r,\mathbf r')\,\phi_0(\mathbf r')\phi_b(\mathbf r')\,d^3r\,d^3r'=\langle D_{ab}|w|\Phi\rangle ,
\end{equation}
the first-order function is $\Psi^{(1)}=-\sum_{ab}D_{ab}\,(0a|0b)/(\varepsilon_a+\varepsilon_b-2\varepsilon_0)$. It is orthogonal to $\Phi$, so the norm is unchanged at first order, and $V_\lambda=V_0+2\lambda\langle\Phi|w|\Psi^{(1)}\rangle+O(\lambda^2)$. Therefore
\begin{equation}
\frac{dW_\lambda}{d\lambda}\Big|_0=2E_c^{\rm GL2},\qquad
E_c^{\rm GL2}=-\sum_{a,b\ge1}\frac{(0a|0b)^2}{\varepsilon_a+\varepsilon_b-2\varepsilon_0}.
\label{eq:GL2}
\end{equation}
The factor 2 is placed so that $E_c^{\rm GL2}$ is the second-order energy: Eq.~\eqref{eq:Fint} gives $F_\lambda=T_s+\lambda(U+E_x)+\lambda^2E_c^{\rm GL2}+O(\lambda^3)$, the integral of $2\mu$ being $\lambda^2$. Keeping only the tangent $W_\lambda\approx E_x+2\lambda E_c^{\rm GL2}$ over the whole interval gives the estimate $E_{xc}\approx E_x+E_c^{\rm GL2}$. It is a leading-order statement. Its error is the integral of the difference between the curve and its tangent, so it is accurate when the curve stays close to the tangent up to $\lambda=1$; otherwise it can be accurate only if parts of the curve above and below the tangent happen to cancel. It has no meaning if the gap vanishes while the numerators do not.

The role of the fixed density is clearest beside the alternative path, on which the potential is held at $v_{\rm ext}$ and only the repulsion is scaled. Then $\hat H'=\hat V_{ee}$, and the Hellmann-Feynman theorem gives $\int_0^1\tilde V_\lambda\,d\lambda=E_1-\tilde E_0$, where the tilde marks the fixed-potential path and $\tilde E_0$ is the energy of noninteracting electrons in the bare potential $v_{\rm ext}$. This identity is true, but its lower end is not the Kohn-Sham system. Using $E_1=F_1+\int nv_{\rm ext}$ and $U+E_{xc}=F_1-T_s$,
\begin{equation}
\Big(\int_0^1\tilde V_\lambda\,d\lambda-U\Big)-E_{xc}=E_1-\tilde E_0-F_1+T_s=T_s[n]+\int n\,v_{\rm ext}\,d^3r-\tilde E_0\ \ge0 .
\label{eq:fixed}
\end{equation}
The inequality is the variational principle for $\hat T+\hat v_{\rm ext}$ with $\Psi_0$ as trial function, and equality requires that $n$ is also a noninteracting ground-state density of $v_{\rm ext}$. The fixed-potential integral minus $U[n]$ therefore lies at or above $E_{xc}$, the excess being the energy that the noninteracting electrons gain when their density is allowed to relax.

A worked example makes the path explicit. Two electrons move in one dimension on $M=25$ sites $x_i$ with spacing $d=0.5$~bohr, from $-6$ to $6$~bohr, and the wave function is zero beyond the last sites. The one-electron kinetic matrix is the three-point formula, $t_{ii}=1/d^2$ and $t_{i,i\pm1}=-1/2d^2$. The kernel is the soft-Coulomb form $w_{ij}=1/\sqrt{(x_i-x_j)^2+1}$, with lengths in bohr, and the external potential comes from two unit charges $R=3$~bohr apart,
\begin{equation}
v_{{\rm ext},i}=-\frac1{\sqrt{(x_i-R/2)^2+1}}-\frac1{\sqrt{(x_i+R/2)^2+1}} .
\end{equation}
The repulsion between the two charges is a constant and is left out. The lattice is treated as a quantum system in its own right. Integrals become sums, $n_i$ is the occupation of site $i$ with $\sum_in_i=2$, and every identity above except the dimensional form of Eq.~\eqref{eq:dim} and the scaling relation holds exactly on it. The digits quoted belong to this lattice and serve to compare the two sides of those identities; they are not converged values for a continuum. Halving the spacing and extending the sites to $\pm9$~bohr moves $E_{xc}$ by about $+0.003$~Ha and $E_c$ by about $+0.0014$~Ha, and leaves the qualitative comparisons made below unchanged.

In this model the smoothness assumed in the Hellmann-Feynman derivation can be proved. In the basis of configurations $(i,j)$ the Hamiltonian is real, its off-diagonal elements are $-1/2d^2$ or zero, and any configuration can be reached from any other by single hops. If $\psi$ is a real ground state, replacing its components by their absolute values leaves the diagonal terms of $\langle H\rangle$ unchanged and cannot raise the off-diagonal ones, so $|\psi|$ is a ground state too. A non-negative ground state cannot vanish at a configuration: the eigenvalue equation there would read $\sum_{b}H_{ab}|\psi_b|=0$ over the neighbours $b$, a sum of terms of one sign, so all neighbours would vanish, and by repetition the whole vector. The vector $|\psi|-\psi$ is non-negative and is either zero or a ground state, hence either zero or positive everywhere, so $\psi$ has one sign throughout. Two vectors of one sign cannot be orthogonal, so the ground state is nondegenerate for every $\lambda$ and $v$. The same argument applies to the one-electron matrix $t+v_s$. The ground state is an eigenvector of the exchange $i\leftrightarrow j$, and being positive it is symmetric, a singlet. The symmetric space has $25\times26/2=325$ dimensions. A nondegenerate eigenvector of a finite matrix depends smoothly on the matrix elements, so the occupations $n_i(\lambda,v)$ are smooth. First-order perturbation theory, $\delta\Psi=-\sum_{k}|k\rangle\langle k|\sum_j\delta v_j\hat n_j|0\rangle/(E_k-E_0)$ and $\delta n_i=2\langle0|\hat n_i|\delta\Psi\rangle$, gives the response matrix
\begin{equation}
\chi_{ij}=\frac{\partial n_i}{\partial v_j}=-2\sum_{k\ne0}\frac{\langle0|\hat n_i|k\rangle\langle k|\hat n_j|0\rangle}{E_k-E_0}.
\end{equation}
The quadratic form $\sum_{ij}\delta v_i\chi_{ij}\delta v_j$ is a sum of non-positive terms and vanishes only if $\sum_j\delta v_j\hat n_j$ maps the ground state onto a multiple of itself, $(\delta v_i+\delta v_j)\psi_{ij}=c\,\psi_{ij}$. As $\psi_{ij}>0$, the case $i=j$ gives $\delta v_i=c/2$ for all $i$. So $\chi$ is invertible once the constant is fixed, and by the implicit function theorem a solution $v_\lambda$ of $n(\lambda,v_\lambda)=n$ continues smoothly to neighbouring $\lambda$. This argument is local; that a solution exists at each coupling used below is found numerically.

The definition side of Eq.~\eqref{eq:AC} needs one diagonalization. At $\lambda=1$ in $v_{\rm ext}$ the ground state has $E_1=-1.703512$~Ha, and its occupations define the density $n$. From the eigenvector, $\sum_in_iv_{{\rm ext},i}=-2.282789$~Ha, $T_1=0.163257$~Ha and $V_1=0.416020$~Ha. Equation~\eqref{eq:FE} gives $F_1=-1.703512+2.282789=0.579277$~Ha, which is also $T_1+V_1$. With $\phi_{0,i}=\sqrt{n_i/2}$ the noninteracting kinetic energy is $T_s=2\sum_{ij}\phi_{0,i}t_{ij}\phi_{0,j}=0.118615$~Ha, and $U=\frac12\sum_{ij}n_in_jw_{ij}=1.092499$~Ha. Then
\begin{align}
E_{xc}&=0.579277-0.118615-1.092499=-0.631837\ {\rm Ha}\quad(-17.19\ {\rm eV}),\\
E_x&=-U/2=-0.546249\ {\rm Ha},\\
E_c&=E_{xc}-E_x=-0.085587\ {\rm Ha}\quad(-2.33\ {\rm eV}),\\
W_1&=0.416020-1.092499=-0.676479\ {\rm Ha},\\
T_c&=0.163257-0.118615=0.044642\ {\rm Ha},
\end{align}
where the last digit of a difference can be off by one from rounding. The order $W_1<E_{xc}<W_0$ of Eq.~\eqref{eq:bounds} holds, and $E_{xc}-W_1=-0.631837+0.676479=0.044642$~Ha is $T_c$, as Eq.~\eqref{eq:Tc} requires.

The integral side needs $v_\lambda$. It was found by a damped Newton iteration with the exact matrix $\chi$, starting at $\lambda=1$ and stepping down, each step repeated until the occupations matched $n$ far beyond the digits quoted; the constant was fixed by keeping $\sum_iv_{\lambda,i}$ the same for all $\lambda$. The ground state in $v_\lambda$ gives $T_\lambda$ and $V_\lambda$. At the ten Gauss-Legendre nodes on $[0,1]$, with energies in Ha, the values are
\begin{center}
\begin{tabular}{ccccc}
$\lambda$ & weight & $T_\lambda$ & $V_\lambda$ & $W_\lambda$\\
0.01305 & 0.03334 & 0.118638 & 0.542610 & $-0.549889$\\
0.06747 & 0.07473 & 0.119227 & 0.527890 & $-0.564609$\\
0.16030 & 0.10954 & 0.121791 & 0.505149 & $-0.587350$\\
0.28330 & 0.13463 & 0.127190 & 0.480514 & $-0.611985$\\
0.42556 & 0.14776 & 0.134657 & 0.459217 & $-0.633282$\\
0.57444 & 0.14776 & 0.142656 & 0.443091 & $-0.649407$\\
0.71670 & 0.13463 & 0.149981 & 0.431686 & $-0.660813$\\
0.83970 & 0.10954 & 0.155959 & 0.423982 & $-0.668517$\\
0.93253 & 0.07473 & 0.160250 & 0.419134 & $-0.673365$\\
0.98695 & 0.03334 & 0.162682 & 0.416598 & $-0.675900$
\end{tabular}
\end{center}
The repulsion falls and the kinetic energy rises from row to row. Nodes placed symmetrically about $\lambda=1/2$ share a weight, so the quadrature is a sum of five products:
\begin{align}
-\int_0^1W_\lambda\,d\lambda\approx{}&0.03334\times1.225789+0.07473\times1.237974+0.10954\times1.255867\nonumber\\
&+0.13463\times1.272798+0.14776\times1.282689\nonumber\\
={}&0.040868+0.092514+0.137568+0.171357+0.189530=0.63184\ {\rm Ha},
\end{align}
where for instance $1.225789=0.549889+0.675900$. The five-digit weights limit this hand sum to five decimals. With unrounded weights and values the integral is $-0.6318365$~Ha, and the definition gives $-0.6318365$~Ha; the two unrounded numbers differ by about $3\times10^{-12}$~Ha. Carrying the Newton iteration down to $\lambda=0$ gives $W_0=-0.546249$~Ha, the value of $-U/2$.

The differential statements can be seen at $\lambda=0.5$ from central differences with step $h=0.01$, each point being a separate inversion. In the gauge stated, $dE/d\lambda=0.179783$~Ha and $\sum_in_i\,dv_i/d\lambda=-0.270728$~Ha. Each of these depends on the gauge, and their difference does not: $dF/d\lambda=0.179783+0.270728=0.450511$~Ha. The expectation value is $V_{0.5}=0.450507$~Ha. The excess of $4\times10^{-6}$~Ha is the truncation error of the difference formula. Taylor expansion gives $[F(\lambda+h)-F(\lambda-h)]/2h=F'+h^2F'''/6+\dots$, and $F'''=V''$. The two middle nodes lie $0.07444$ on either side of $0.5$, so
\begin{equation}
V''\approx\frac{0.459217+0.443091-2\times0.450507}{0.07444^2}=\frac{0.001294}{0.005541}\approx0.23\ {\rm Ha},
\end{equation}
and $h^2V''/6\approx4\times10^{-6}$~Ha. For Eq.~\eqref{eq:TV} the differences give $dT/d\lambda=0.053861$~Ha and $\lambda\,dV/d\lambda=-0.053869$~Ha, with the sum $-8\times10^{-6}$~Ha. This has the same origin. Differentiating $T'=-\lambda V'$ twice gives $T'''=-2V''-\lambda V'''$, so the combined truncation error is $(h^2/6)(T'''+\lambda V''')=-h^2V''/3\approx-8\times10^{-6}$~Ha.

At the weak-coupling end, diagonalizing $t+v_s$, with $v_{s,i}=-(t\phi_0)_i/\phi_{0,i}$ plus a constant as the lattice form of Eq.~\eqref{eq:vs}, gives the Kohn-Sham gap $\varepsilon_1-\varepsilon_0=0.142087$~Ha. The double sum of Eq.~\eqref{eq:GL2} over the 24 unoccupied orbitals gives $E_c^{\rm GL2}=-0.140129$~Ha, or $2E_c^{\rm GL2}=-0.280257$~Ha. A fourth-order central difference of $V_\lambda$ about $\lambda=0$, which uses small negative couplings that are harmless on a finite lattice, gives $dW/d\lambda=-0.280256$~Ha. The same difference applied to $v_\lambda$ shows that $dv_i/d\lambda+v_{H,i}/2$ varies over the sites by only $4\times10^{-7}$~Ha while $v_{H,i}/2$ itself varies by $0.43$~Ha, as Eq.~\eqref{eq:v1} states.

The slope is exact, yet the second-order estimate is poor in this model. It gives $E_x+E_c^{\rm GL2}=-0.546249-0.140129=-0.686378$~Ha, too low by $0.05454$~Ha, which is $8.6\%$ of $|E_{xc}|$; the correlation part is $0.140129/0.085587=1.64$ times the true $E_c$. The estimate even falls below $W_1=-0.676479$~Ha, outside the interval of Eq.~\eqref{eq:bounds}. The table shows the reason in the shape of the curve. Between the first two nodes the slope is $(-0.564609+0.549889)/0.05442=-0.27$~Ha, and between the last two it is $(-0.675900+0.673365)/0.05442=-0.047$~Ha. The tangent at the origin would reach $-0.546249-0.280257=-0.826506$~Ha at $\lambda=1$, well below $W_1$. The slopes between successive nodes flatten steadily, so the computed curve is convex at this resolution. Convexity of $W_\lambda$ is an observation for this model; the general argument proves only that $W_\lambda$ does not increase. For a convex curve the tangent lies below and the chord above, and the chord estimate $(W_0+W_1)/2=-0.611364$~Ha is indeed too high, by $0.02047$~Ha, which is $3.2\%$ of $|E_{xc}|$ and $24\%$ of $|E_c|$.

On the fixed-potential path the same ten-node quadrature of $\tilde V_\lambda$, from ground states in $v_{\rm ext}$, gives $0.515216$~Ha, and the energy difference $E_1-\tilde E_0$ from the two end diagonalizations is $0.515216$~Ha. Subtracting the Hartree energy gives $0.515216-1.092499=-0.57728$~Ha, which lies above $E_{xc}$ by $0.05455$~Ha, or $8.6\%$ of $|E_{xc}|$. Equation~\eqref{eq:fixed} accounts for this number: $T_s+\sum_in_iv_{{\rm ext},i}=0.118615-2.282789=-2.164174$~Ha, $\tilde E_0=-1.703512-0.515216=-2.218728$~Ha, and the difference is $0.05455$~Ha. The density is far from fixed on that path. The sum of $|\tilde n_{0,i}-n_i|$ over sites is $0.68$ electrons, and since both densities hold two electrons, half of this, $0.34$ of an electron, has been moved.

The search in Eq.~\eqref{eq:F} can also be carried out literally, with no potential at all, on a smaller lattice. Take five sites with spacing 1~bohr, the same kinetic formula and kernel, the prescribed occupations $(0.2,0.5,0.3,0.6,0.4)$ and $\lambda=0.7$. Minimizing $\langle\hat T+\lambda\hat V_{ee}\rangle$ over the real singlet amplitudes by sequential quadratic programming, under the five constraints $\langle\hat n_i\rangle=n_i$ (whose sum enforces the normalization), gives $F_{0.7}=0.781290$~Ha. Newton inversion for $v_\lambda$ followed by Eq.~\eqref{eq:FE} gives $0.781290$~Ha for the same density. A central difference of the directly searched $F_\lambda$ with step $0.02$ gives $dF/d\lambda=0.52755$~Ha, and the repulsion in the directly found minimizer is $V_{0.7}=0.52754$~Ha. The excess of $1\times10^{-5}$~Ha is the truncation error of the difference formula; with step $0.002$ the quotient is $0.52754$~Ha.
